\section*{Finite-variance Monte Carlo estimators for Breit operators in helium}

\section{The result}

Let $\psi(\mathbf r_1,\mathbf r_2)$ be a real, nodeless singlet S state of two electrons around a fixed nucleus of charge $Z$, and let configurations be drawn from $\psi^2$. Hartree atomic units are used. Define
\begin{align}
u&=|\mathbf r_1-\mathbf r_2|,\quad \mathbf n=(\mathbf r_1-\mathbf r_2)/u,\quad L_i=\nabla_i^2\psi/\psi,\\
g_i&=\hat{\mathbf r}_i\cdot\nabla_i\ln\psi,\quad D=\mathbf n\cdot(\nabla_1-\nabla_2)\ln\psi .
\end{align}
The contact density $\langle\delta(\mathbf r_1-\mathbf r_2)\rangle$, the fourth power $\langle p_1^4+p_2^4\rangle$ and the orbit-orbit mean $\langle W\rangle$, with $W=p_{1i}B_{ij}p_{2j}$ and $B_{ij}=(\delta_{ij}+n_in_j)/u$, are the averages of
\begin{align}
X&=\frac{e^{-u}(1-D)}{4\pi u^2},\label{X}\\
Y&=\sum_i\Big[L_i^2-4Z^2\Big(\frac1{r_i^2}+\frac{2g_i}{r_i}\Big)-2Z^3\Big(\frac2{r_i}+2g_i\Big)\Big]-2\Big(\frac1{u^2}+\frac Du\Big),\label{Y}\\
W_{\rm p}&=B_{ij}\,(\partial_{1i}\ln\psi)(\partial_{2j}\ln\psi).\label{W}
\end{align}
All three have finite variance if $\psi$ has the correct cusps: $\psi\simeq\psi_0(1+u/2)$ where the electrons meet and $\psi\simeq\psi_0(1-Zr_i+\mathbf a\cdot\mathbf r_i)$ at the nucleus, with $\mathbf a$ independent of $\mathbf r_i$, so that the angular average is $\psi_0(1-Zr_i)$. The more direct estimators
\begin{equation}
-\frac{D}{4\pi u^2},\qquad L_1^2+L_2^2,\qquad W_{\rm n}=-B_{ij}\frac{\partial_{1i}\partial_{2j}\psi}{\psi}\label{naive}
\end{equation}
have the same means but infinite variance.

\section{One electron, by hand}

Take $\psi=e^{-kr}$. For a radial function $\nabla^2\psi=(r\psi)''/r$, and $(re^{-kr})''=(k^2r-2k)e^{-kr}$, so
\begin{equation}
L=k^2-\frac{2k}{r},\qquad L^2=k^4-\frac{4k^3}{r}+\frac{4k^2}{r^2}.
\end{equation}
Since $p^2$ is Hermitian, $\langle p^4\rangle$ is the squared norm of $p^2\psi$, which is the mean of $L^2$. With $\langle1/r\rangle=k$ and $\langle1/r^2\rangle=2k^2$ it equals $k^4-4k^4+8k^4=5k^4$.

Applying the Laplacian twice at points $r>0$ gives something else. From $rL\psi=(k^2r-2k)e^{-kr}$,
\begin{equation}
\frac{(rL\psi)''}{r\psi}=\frac{k^2(k^2r-2k)-2k^3}{r}=k^4-\frac{4k^3}{r},
\end{equation}
whose mean is $-3k^4$. The missing piece sits at the origin: $\nabla^2(-2k/r)=8\pi k\,\delta(\mathbf r)$, and with the normalized density $k^3/\pi$ there it contributes $8k^4$. Sampling never lands on the origin, so this form is biased.

The form $L^2$ is unbiased, but its square contains $16k^4/r^4$, and $\int r^2\,dr/r^4$ diverges at small $r$. To repair it, add quantities whose mean is zero. For a vector field $\mathbf F$,
\begin{equation}
\frac{\nabla\cdot(\psi^2\mathbf F)}{\psi^2}=\nabla\cdot\mathbf F+2\mathbf F\cdot\nabla\ln\psi\label{zero}
\end{equation}
averages to zero if the flux of $\psi^2\mathbf F$ vanishes at infinity and through a small sphere about any singular point. For $\mathbf F=\hat{\mathbf r}/r$ the small-sphere flux is proportional to $r^2/r\to0$. Here $\hat{\mathbf r}\cdot\nabla\ln\psi=-k$, so the fields $\hat{\mathbf r}/r$ and $\hat{\mathbf r}$ give the zero-mean functions $1/r^2-2k/r$ and $2/r-2k$. Subtract $4k^2$ times the first:
\begin{equation}
L^2-4k^2\Big(\frac1{r^2}-\frac{2k}{r}\Big)=k^4+\frac{4k^3}{r}.
\end{equation}
The variance is now finite. Subtracting $2k^3$ times the second leaves $k^4+4k^4=5k^4$ at every point: the variance is zero.

\section{What an inverse-square singularity does}

Let an estimator behave as $A/r^2$, $A>0$, near a coalescence, where $r$ is the distance between the two particles and $\rho$ is the probability density of their meeting. It exceeds a large $x$ when $r<(A/x)^{1/2}$, so
\begin{equation}
P(>x)\simeq\frac{4\pi}{3}\,\rho\,\Big(\frac Ax\Big)^{3/2}.\label{tail}
\end{equation}
The tail of the mean, $\int P\,dx$, converges; that of the second moment, $2\int xP\,dx\propto\int x^{-1/2}dx$, does not.

In $N$ independent samples the largest value has $NP\sim1$, hence $x_N\sim N^{2/3}$. The variance of values below $x_N$ grows as $x_N^{1/2}\sim N^{1/3}$, and the error of the mean scales as $(N^{1/3}/N)^{1/2}=N^{-1/3}$ asymptotically. The usual central limit theorem does not apply, so a quoted standard error loses its Gaussian confidence level. For a $1/r$ singularity the same argument gives $P\propto x^{-3}$: the variance exists and the error falls as $N^{-1/2}$, although the fourth moment is still infinite.

Counting pairs with $u<\varepsilon$ and dividing by $V=4\pi\varepsilon^3/3$ avoids large derivatives but is biased. A singlet is even in $\mathbf r=\mathbf r_1-\mathbf r_2$ at fixed centre $\mathbf R=(\mathbf r_1+\mathbf r_2)/2$, so $\psi^2\simeq\psi_0^2(1+u)$. The relative bias is the mean of $u$ in the ball, $3\varepsilon/4$ to first order, and the variance is about $\rho/V$. Balancing $\varepsilon^2$ against $1/(N\varepsilon^3)$ gives $\varepsilon\sim N^{-1/5}$ and an error that also falls only as $N^{-1/5}$.

\section{Two electrons: the general recipe}

Find the inverse-square term from the cusp, then cancel it with a field in Eq.~\eqref{zero}. For the electron pair, differentiate with respect to $\mathbf r$ at fixed $\mathbf R$. Then $\nabla_r=(\nabla_1-\nabla_2)/2$, and Eq.~\eqref{zero} becomes
\begin{equation}
\psi^{-2}\nabla_r\cdot(\psi^2\mathbf F)=\nabla_r\cdot\mathbf F+\mathbf F\cdot(\nabla_1-\nabla_2)\ln\psi .\label{pair}
\end{equation}

\subsection{Contact density}

Choose $\mathbf F=f(u)\mathbf n/(4\pi u^2)$ with $f(0)=1$. Its divergence, including the point $u=0$, is $\delta(\mathbf r)+f'/(4\pi u^2)$. The mean of Eq.~\eqref{pair} is zero once the delta function is included, so
\begin{equation}
\langle\delta(\mathbf r)\rangle=-\Big\langle\frac{f'+fD}{4\pi u^2}\Big\rangle .
\end{equation}
The choice $f=1$ is the first form in Eq.~\eqref{naive}. By the cusp and the even symmetry, $\ln\psi=\ln\psi_0+u/2+O(u^2)$, hence $D=2\mathbf n\cdot\nabla_r\ln\psi=1+O(u)$. The inverse-square term cancels if $f'(0)=-1$. Taking $f=e^{-u}$ gives Eq.~\eqref{X}, which grows only as $1/u$.

If the trial function has cusp $\psi_0(1+\gamma u)$, then $D\to2\gamma$ and $X$ keeps the term $(1-2\gamma)/(4\pi u^2)$. A constant $\gamma$ is handled by $f=e^{-2\gamma u}$. If $\gamma$ varies with $\mathbf R$, no single $f(u)$ cancels the singularity everywhere.

\subsection{Fourth power}

At electron coalescence $\nabla_r^2(u/2)=1/u$, and the derivatives with respect to $\mathbf R$ add bounded terms. Thus $L_i=1/u+O(1)$ and $L_1^2+L_2^2=2/u^2+O(1/u)$. The field $\mathbf F=\mathbf n/u$ has $\nabla_r\cdot\mathbf F=1/u^2$ and supplies the zero-mean function $1/u^2+D/u$, which is subtracted twice.

At the nucleus $L_1=-2Z/r_1+K+\dots$, with $K$ a constant at fixed $\mathbf r_2$ and angle-odd terms omitted. Therefore $L_1^2=4Z^2/r_1^2-4ZK/r_1+\dots$. Since $g_1\to-Z$ in the same sense, subtracting $4Z^2(1/r_1^2+2g_1/r_1)$ leaves $(8Z^3-4ZK)/r_1$. The field $\hat{\mathbf r}_1$ removes a further $4Z^3/r_1$, leaving $4Z(Z^2-K)/r_1$. This vanishes in the one-electron case, where $K=Z^2$. In helium it need not vanish, but the variance is finite either way. These subtractions give Eq.~\eqref{Y}.

\subsection{Orbit-orbit term}

The orbit-orbit part of the Breit interaction, in its low-velocity form, is $-\tfrac12\alpha^2W$, with $\alpha$ the fine-structure constant. The order of momenta and $B$ is immaterial because $B$ has no divergence:
\begin{equation}
\partial_i\frac{\delta_{ij}}u=-\frac{n_j}{u^2},\qquad
\partial_i\frac{u_iu_j}{u^3}=\frac{(3+1-3)u_j}{u^3}=\frac{n_j}{u^2}.
\end{equation}
There is no delta function at $u=0$, since the flux through a small sphere scales as $u^2/u$. With $p_{1i}p_{2j}=-\partial_{1i}\partial_{2j}$, the mean is that of $W_{\rm n}$. The cusp gives
\begin{equation}
\partial_{1i}\partial_{2j}\frac u2=-\frac{\delta_{ij}-n_in_j}{2u},\qquad
(\delta_{ij}+n_in_j)(\delta_{ij}-n_in_j)=2,
\end{equation}
so $W_{\rm n}\simeq+1/u^2$. Integrating by parts over $\mathbf r_1$, with $\partial_{1i}B_{ij}=0$,
\begin{equation}
-\int\psi B_{ij}\partial_{1i}\partial_{2j}\psi=\int B_{ij}(\partial_{1i}\psi)(\partial_{2j}\psi).
\end{equation}
Division by $\psi^2$ gives $W_{\rm p}$. Its gradients are bounded, so it grows no faster than $1/u$. Alternatively, keep the second derivatives and use $W_{\rm s}=W_{\rm n}-(1/u^2+D/u)$.

\subsection{Where nodes matter}

Near a node at distance $d$, $\psi\propto d$. Both $L_i^2$ and $W_{\rm p}$ can grow as $1/d^2$; weighted with $\psi^2$, their squares give $\int d^{-4}d^2\,\mathrm dd$, which diverges. $X$ and $W_{\rm s}$ grow only as $1/d$ and keep finite variance there. The nodeless assumption is thus needed for $Y$ and $W_{\rm p}$.

\section{Formulas to evaluate}

For an S state, $\psi$ depends on $r_1,r_2,u$. Let subscripts on $\psi$ denote partial derivatives, and set
\begin{equation}
a_1=\hat{\mathbf r}_1\!\cdot\mathbf n=\frac{r_1^2+u^2-r_2^2}{2r_1u},\quad
a_2=-\hat{\mathbf r}_2\!\cdot\mathbf n=\frac{r_2^2+u^2-r_1^2}{2r_2u},
\end{equation}
and $c=\hat{\mathbf r}_1\cdot\hat{\mathbf r}_2=(r_1^2+r_2^2-u^2)/(2r_1r_2)$. The chain rule gives $\nabla_1\psi=\psi_1\hat{\mathbf r}_1+\psi_u\mathbf n$ and $\nabla_2\psi=\psi_2\hat{\mathbf r}_2-\psi_u\mathbf n$. Hence
\begin{align}
g_i&=(\psi_i+a_i\psi_u)/\psi,\qquad D=(a_1\psi_1+a_2\psi_2+2\psi_u)/\psi,\\
L_i&=\Big(\psi_{ii}+\frac{2\psi_i}{r_i}+\psi_{uu}+\frac{2\psi_u}{u}+2a_i\psi_{iu}\Big)\Big/\psi,\\
W_{\rm p}&=\frac{1}{u\psi^2}\big[c\psi_1\psi_2-a_1\psi_1\psi_u-a_2\psi_2\psi_u-\psi_u^2\nonumber\\
&\qquad-(a_1\psi_1+\psi_u)(a_2\psi_2+\psi_u)\big].
\end{align}
Differentiating $\nabla_2\psi$ once more gives
\begin{align}
\partial_{1i}\partial_{2j}\psi={}&\hat r_{2j}(\psi_{12}\hat r_{1i}+\psi_{2u}n_i)-n_j(\psi_{1u}\hat r_{1i}+\psi_{uu}n_i)\nonumber\\
&-\psi_u(\delta_{ij}-n_in_j)/u,
\end{align}
and contraction with $-B_{ij}$ yields
\begin{equation}
W_{\rm n}=\frac{-(c-a_1a_2)\psi_{12}+2a_1\psi_{1u}+2a_2\psi_{2u}+2\psi_{uu}+2\psi_u/u}{u\psi}.
\end{equation}

\section{Helium}

Take $Z=2$, $\psi=e^J$, $q_i=1-e^{-r_i}$ and $w=1-e^{-u}$, with lengths in bohr:
\begin{align}
J={}&-1.5(r_1+r_2)-0.5(q_1+q_2)+0.5w\nonumber\\
&+0.145(q_1^2+q_2^2)-0.132(q_1^3+q_2^3)-0.183w^2+0.131w^3\nonumber\\
&-1.050q_1^2q_2^2+0.171(q_1^2+q_2^2)w^2+0.348q_1^2q_2^2w^2 .
\end{align}
The first line fixes both cusps: the slope in $r_i$ at the nucleus is $-1.5-0.5=-2$, and that in $u$ is $1/2$. The other terms start at second order in $r_i$ or $u$. Their seven coefficients minimize the energy and were then rounded. The function is positive everywhere.

Reference means come from quadrature with volume element $8\pi^2r_1r_2u\,dr_1dr_2du$. Split the domain at $r_1=u$, call the larger of these two lengths $s$ and the smaller $st$, and write $r_2=s(1+tv)$ with $0<t<1$, $-1<v<1$. The volume element becomes $8\pi^2s^5t^2(1+tv)\,ds\,dt\,dv$, whose factor $t^2$ cancels an inverse square in $r_1$ or $u$. Gauss--Laguerre points serve for $s$ and Gauss--Legendre points for $t$ and $v$; by symmetry, $\langle p_1^4+p_2^4\rangle=2\langle L_1^2\rangle$. The energy is $-2.9032$ hartree. The contact density is the one-dimensional integral $4\pi\int r^2\psi^2(r,r,0)\,dr$ divided by the norm.

The Monte Carlo run uses independence Metropolis sampling. Each move proposes new radii from $r_1^2r_2^2e^{-3(r_1+r_2)}$ and a uniform cosine of the angle between them, and is accepted with probability $\min(1,R'/R)$, where $R=\psi^2e^{3(r_1+r_2)}$ and the prime marks the proposal. There are 160\,000 independent walkers. After 60 initial steps, 12 snapshots are taken 8 steps apart, giving $N=1.92\times10^6$ configurations. Errors are one standard error from the scatter of walker averages. The standard deviations are sample values, which converge slowly because the fourth moments are infinite; for $Y$, quadrature gives $51.9$. In atomic units:

\begin{center}
\begin{tabular}{lccc}
Estimator & Mean & Std. dev. & Quadrature mean\\
$X$ & $0.1078(3)$ & $0.349$ & $0.1076$\\
$Y$ & $107.79(4)$ & $50.4$ & $107.80$\\
$W_{\rm p}$ & $0.279(3)$ & $4.24$ & $0.2797$\\
$W_{\rm s}$ & $0.281(4)$ & $6.15$ & $0.2797$
\end{tabular}
\end{center}

The standard error of $Y$ is $50.4/\sqrt{1.92\times10^6}=0.036$. Without the field $\hat{\mathbf r}_i$ the sample standard deviation would be $61.4$, so that field helps but does not bring the zero variance of the one-electron case. $W_{\rm p}$ has finite variance, yet its standard deviation is 15 times its mean, and its relative error here is still about 1\%.

The forms in Eq.~\eqref{naive} give $0.1054$, $105.95$ and $0.310$ on the same configurations. The last is 11\% above the quadrature value. Equation~\eqref{tail} shows the scale of the risk: for $W_{\rm n}$, $A=1$ and $P\simeq(4\pi/3)(0.1076)x^{-3/2}=0.451x^{-3/2}$. Setting $NP=1$ gives $x_N\simeq9\times10^3$, which alone shifts the mean by $x_N/N\simeq0.005$. The observed shift of $0.031$ is larger, and most of it comes from a single closer encounter: one pair at $u=0.0047$ bohr has $W_{\rm n}=4.4\times10^4$ and alone adds $0.023$ to the mean.

The singularities can be seen directly by placing a pair at separations $10^{-3}$ and $10^{-4}$ bohr and comparing median magnitudes. The forms in Eq.~\eqref{naive} grow with inverse-distance exponents between $2.00$ and $2.01$, the repaired ones with exponents between $0.99$ and $1.01$.

The asymptotic error laws are seen less clearly in this run. Compare the interquartile spread of block means for blocks of 100 and 6400 walkers. It falls as block size to the power $-0.25$ for $L_1^2+L_2^2$ and $-0.46$ for $Y$, against asymptotic values of $-1/3$ and $-1/2$. Resampling the blocks gives these exponents a statistical error of only $0.02$ and $0.01$, so the limited number of large blocks, 300, does not explain the first difference. The blocks are too short for the asymptotic law: if the sampled distribution of $L_1^2+L_2^2$ is continued above $2\times10^4$ by the $x^{-3/2}$ tail of Eq.~\eqref{tail}, the exponent is $-0.25$ for the same block sizes but $-0.32$ between blocks of 6400 and 409\,600.

For comparison, counting pairs in a ball of radius $0.05$ bohr has a relative bias of about $3.3\%$ (first-order estimate $3.75\%$) and a standard deviation of roughly $\sqrt{\rho/V}=14.3$ bohr$^{-3}$. That is 41 times the value for $X$, so the same statistical error needs about 1700 times as many samples.

\section{Energy contributions}

The mass-velocity term is $-\alpha^2\langle p_1^4+p_2^4\rangle/8$. For the contact term, the electron-electron Darwin operator is $-\pi\alpha^2\delta(\mathbf r)$ and the spin contact operator is $-(8\pi\alpha^2/3)\,\mathbf s_1\cdot\mathbf s_2\,\delta(\mathbf r)$. In a singlet $\mathbf s_1\cdot\mathbf s_2=-3/4$, so the latter is $+2\pi\alpha^2\delta(\mathbf r)$ and the sum is $+\pi\alpha^2\delta(\mathbf r)$. With $\alpha^2=5.325\times10^{-5}$, in microhartree,
\begin{align}
-\tfrac18\alpha^2\langle p_1^4+p_2^4\rangle&=-53.25\times107.79/8=-717.5\pm0.2,\\
\pi\alpha^2\langle\delta(\mathbf r)\rangle&=\pi\times53.25\times0.1078=18.03\pm0.04,\\
-\tfrac12\alpha^2\langle W\rangle&=-53.25\times0.2787/2=-7.42\pm0.08 .
\end{align}
The errors are statistical and do not include the error of the trial function, which is larger for the first two terms. A nearly exact Hylleraas expansion (70 terms, energy $-2.90372$ hartree) gives $\langle p_1^4+p_2^4\rangle\simeq108.18$, $\langle\delta(\mathbf r)\rangle\simeq0.1063$ and $\langle W\rangle\simeq0.278$, that is $-720.1$, $17.79$ and $-7.41$ microhartree. The first two terms thus shift by about $2.6$ and $0.24$ microhartree, some ten and six times the statistical errors; the third shifts by less than its error. The three terms are not the whole relativistic correction: the nuclear Darwin term is absent. Nuclear recoil and radiative effects are separate corrections, also left out here.

Numbers in the example were calculated in double precision.
